# Why the sidewall intensity of a slab TE mode peaks: a program that tests the result

```python
"""
Result under test: for the fundamental TE mode of a symmetric slab, the wall
intensity S = E(wall)^2 / integral(E^2 dx) behaves as q^2 w / 2 for small
width w, falls as 2 pi^2 / (q^2 w^3) for large w, and has one maximum between.
Symbols: k0 vacuum wavenumber, n_core and n_clad indices,
q = k0 sqrt(n_core^2 - n_clad^2), V = q w / 2, beta propagation constant,
kappa transverse wavenumber in the core, u = kappa w / 2,
gamma decay rate of the field in the cladding. Lengths are in nm.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

PHOTON_EV = 0.80
N_CORE, N_CLAD = 2.00, 1.44
CORE_HEIGHT = 800.0
CORRELATION = 50.0
NEIGHBOUR = 3000.0

# Wavenumber omega/c in atomic units, then converted to 1/nm
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
bohr_nm = constants.physical_constants["Bohr radius"][0] * 1e9
k0 = PHOTON_EV / hartree_ev * constants.alpha / bohr_nm
wavelength = constants.h * constants.c / (PHOTON_EV * constants.e) * 1e9
assert abs(k0 * wavelength / (2 * np.pi) - 1) < 1e-7


def contrast_wavenumber(n_core):
    return k0 * np.sqrt(n_core**2 - N_CLAD**2)


q = contrast_wavenumber(N_CORE)


def solve_u(V):
    return brentq(lambda u: u - V * np.cos(u), 0, np.pi / 2, xtol=1e-15)


def scaled_intensity(V):
    """S / q from the derived formula."""
    u = solve_u(V)
    return np.cos(u)**2 * np.sin(u) / (1 + u * np.tan(u))


def te_formula(width):
    """Wall intensity, decay rate, core fraction, wall/centre ratio, index."""
    half = width / 2
    u = solve_u(q * half)
    kappa, gamma = u / half, q * np.sin(u)
    norm = half + 1 / gamma
    core = (half + np.sin(2 * u) / (2 * kappa)) / norm
    index = np.sqrt(N_CLAD**2 + (gamma / k0)**2)
    return np.cos(u)**2 / norm, gamma, core, np.cos(u)**2, index


def tm_formula(width):
    """|E|^2 just outside the wall over integral |E|^2, and mode index (TM)."""
    half = width / 2
    V, ratio = q * half, (N_CORE / N_CLAD)**2
    top = min(V, np.pi / 2 - 1e-12)
    u = brentq(lambda t: t * np.tan(t)
               - ratio * np.sqrt(max(V * V - t * t, 0)), 0, top, xtol=1e-15)
    kappa = u / half
    gamma = np.sqrt(q**2 - kappa**2)
    beta2 = (N_CORE * k0)**2 - kappa**2
    swing = np.sin(2 * u) / (2 * kappa)
    inside = (beta2 * (half + swing) + kappa**2 * (half - swing)) / N_CORE**4
    wall = (beta2 + gamma**2) * np.cos(u)**2 / N_CLAD**4
    return wall / (inside + wall / gamma), np.sqrt(beta2) / k0


def diagonalize(width, tm=False, n_core=N_CORE, cells=None, domain=2e4):
    """Lowest mode by finite differences; uses no derived mode formula."""
    cells = cells or max(10, int(width / 6))
    h = width / 2 / cells
    N = int(domain / h)
    middle = np.arange(-N - 1, N + 1) + 0.5
    in_core = np.abs(middle) < cells
    eps = np.where(in_core, n_core**2, N_CLAD**2)
    one = np.ones_like(eps)

    def node(values):
        return 0.5 * (values[:-1] + values[1:])

    stiffness, source, weight = (1 / eps, one, 1 / eps) if tm else (one, eps, one)
    m = node(weight)
    diagonal = ((stiffness[:-1] + stiffness[1:]) / h**2 - k0**2 * node(source)) / m
    off = -stiffness[1:-1] / h**2 / np.sqrt(m[:-1] * m[1:])
    value, vector = eigh_tridiagonal(diagonal, off, select="i", select_range=(0, 0))
    field, beta2, wall = vector[:, 0] / np.sqrt(m), -value[0], N + cells
    if tm:
        flux = stiffness * np.diff(np.pad(field, 1)) / h
        norm = h * (beta2 * np.sum(field**2 * node(1 / eps**2)) + np.sum(flux**2))
        outer = beta2 * field[wall]**2 / N_CLAD**4
        outer += (0.5 * (flux[wall] + flux[wall + 1]))**2
        return outer / norm, beta2
    norm = h * np.sum(field**2)
    core_weight = node(in_core.astype(float))
    core = h * np.sum(field**2 * core_weight) / norm
    core_integral = h * np.sum(field * core_weight) / field[wall]
    return field[wall]**2 / norm, beta2, core, core_integral


# Formula, slope relation and wall-motion identity against diagonalization
worst_formula = worst_motion = 0.0
for width in (30.0, 190.0, 600.0, 6000.0):
    S, beta2, core, core_integral = diagonalize(width)
    formula = te_formula(width)
    worst_formula = max(worst_formula, abs(formula[0] / S - 1))
    assert abs(formula[2] / core - 1) < 2e-3
    decay = np.sqrt(beta2 - (N_CLAD * k0)**2)
    kappa2 = (N_CORE * k0)**2 - beta2
    assert abs(kappa2 * core_integral / (2 * decay) - 1) < 2e-3
    cells, step = max(10, int(width / 6)), 0.01 * width
    rise = (diagonalize(width + step, cells=cells)[1]
            - diagonalize(width - step, cells=cells)[1])
    worst_motion = max(worst_motion, abs(rise / (2 * step) / (q**2 * S) - 1))
assert worst_formula < 2e-3 and worst_motion < 3e-3

# Shallow limit reached by small width, and by small index contrast
for width, n_core, domain in ((30.0, N_CORE, 2e4), (190.0, 1.46, 1.2e5)):
    q_test = contrast_wavenumber(n_core)
    S = diagonalize(width, n_core=n_core, domain=domain)[0]
    shallow_ratio = S / (q_test**2 * width / 2)
    assert abs(shallow_ratio - (1 - 8 / 3 * (q_test * width / 2)**2)) < 1e-3

# Wide limit, with and without the shift of V by one
V_wide = q * 6000.0 / 2
S_wide = diagonalize(6000.0)[0]
assert abs(S_wide / (q * np.pi**2 / (4 * (1 + V_wide)**3)) - 1) < 5e-3
V_huge = 1e4
assert abs(scaled_intensity(V_huge) * 4 * V_huge**3 / np.pi**2 - 1) < 1e-3

# Unit area under S(w), and a single maximum
area = 2 * (quad(scaled_intensity, 0, 10)[0] + quad(scaled_intensity, 10, np.inf)[0])
assert abs(area - 1) < 1e-6
scan = np.array([scaled_intensity(V) for V in np.arange(0.01, 30, 0.01)])
assert np.count_nonzero(np.diff(np.sign(np.diff(scan)))) == 1

# Peak condition against a direct search on diagonalized modes
u_peak = brentq(lambda u: 3 * np.tan(u)**2 * (1 + u * np.tan(u)) - 1, 0.01, 1.5)
V_peak = u_peak / np.cos(u_peak)
w_peak = 2 * V_peak / q
search = minimize_scalar(lambda w: -diagonalize(w, cells=40, domain=8e3)[0],
                         bounds=(60, 600), method="bounded", options={"xatol": 0.01})
assert abs(search.x / w_peak - 1) < 5e-3

# TM formula against its own diagonalization
for width in (190.0, 400.0, 800.0):
    S_tm, beta2_tm = diagonalize(width, tm=True, cells=int(width / 2))
    formula_tm = tm_formula(width)
    assert abs(formula_tm[0] / S_tm - 1) < 1e-2
    assert abs(formula_tm[1] * k0 / np.sqrt(beta2_tm) - 1) < 1e-3

# Spectrum of exponentially correlated roughness
p_test = 0.01
transform = 2 * quad(lambda s: np.exp(-s / CORRELATION) * np.cos(p_test * s),
                     0, 40 * CORRELATION, limit=200)[0]
assert abs(transform / (2 * CORRELATION / (1 + (p_test * CORRELATION)**2)) - 1) < 1e-6


def roughness_weight(width):
    """Relative scattering loss: wall intensity, power and roughness spectrum."""
    S, _, _, _, index = te_formula(width)

    def spectrum(angle):
        mismatch = k0 * (index - N_CLAD * np.cos(angle))
        return 1 / (1 + (mismatch * CORRELATION)**2)

    return S / index * quad(spectrum, 0, np.pi)[0]


def peak_width(function):
    found = minimize_scalar(lambda w: -function(w), bounds=(20, 1500),
                            method="bounded", options={"xatol": 1e-3})
    assert 25 < found.x < 1400
    return found.x


w_power = peak_width(lambda w: te_formula(w)[0] / te_formula(w)[4])
w_tm = peak_width(lambda w: tm_formula(w)[0])
w_rough = peak_width(roughness_weight)
index_height = tm_formula(CORE_HEIGHT)[1]
w_height = 2 * V_peak / contrast_wavenumber(index_height)
S_peak, gamma_peak = te_formula(w_peak)[:2]

print(f"photon energy {PHOTON_EV:.2f} eV, vacuum wavelength {wavelength:.1f} nm")
print(f"core index {N_CORE:.2f}, cladding index {N_CLAD:.2f} (rough values)")
print(f"k0 = {k0 * 1e3:.4f} 1/um, q = {q * 1e3:.4f} 1/um")
print(f"slope of the linear law q^2/2 = {q**2 / 2 * 1e6:.3f} 1/um^2")
print(f"universal peak: u = {u_peak:.4f}, V = {V_peak:.4f}, q w = {2 * V_peak:.4f}")
print(f"universal peak height S/q = {scaled_intensity(V_peak):.4f}")
print(f"peak width = {w_peak:.1f} nm = {w_peak * 10:.0f} angstrom")
print(f"peak width by direct search on diagonalized modes = {search.x:.1f} nm")
print(f"peak wall intensity S = {S_peak * 1e3:.4f} 1/um")
print(f"tail length 1/gamma at the peak = {1 / gamma_peak:.0f} nm")
print(f"second TE mode appears at width pi/q = {np.pi / q:.0f} nm")
print(f"area under S(w) = {area:.6f} (no unit)")
print(f"largest relative error, S formula vs diagonalization = {worst_formula:.1e}")
print(f"largest relative error, wall-motion identity = {worst_motion:.1e}")
print("table: width nm | S 1/um | linear law 1/um | tail 1/gamma nm |"
      " core fraction | wall/centre intensity")
for width in (10.0, 20.0, 50.0, 100.0, w_peak, 400.0, 800.0, 1000.0):
    S, gamma, core, ratio, _ = te_formula(width)
    print(f"{width:7.1f} | {S * 1e3:.4f} | {q**2 * width / 2 * 1e3:.4f} |"
          f" {1 / gamma:.0f} | {core:.4f} | {ratio:.4f}")
print(f"S at peak / S at 1000 nm = {S_peak / te_formula(1000.0)[0]:.1f}")
print("neglected effects, for the same example:")
print(f"peak width if normalised to power = {w_power:.1f} nm")
print(f"peak width, field normal to walls (TM, outer side) = {w_tm:.1f} nm")
print(f"peak |E|^2 ratio for that TM case = {tm_formula(w_tm)[0] * 1e3:.4f} 1/um")
print(f"core height {CORE_HEIGHT:.0f} nm: effective core index = {index_height:.4f}")
print(f"peak width with that effective index = {w_height:.1f} nm")
print(f"peak width of scattering loss, correlation length {CORRELATION:.0f} nm"
      f" = {w_rough:.1f} nm")
for width in (20.0, w_peak):
    reach = np.exp(-2 * te_formula(width)[1] * NEIGHBOUR)
    print(f"width {width:.1f} nm: intensity {NEIGHBOUR:.0f} nm from wall"
          f" / wall intensity = {reach:.2e}")
print("done: every assertion held")
```

It prints:

```
photon energy 0.80 eV, vacuum wavelength 1549.8 nm
core index 2.00, cladding index 1.44 (rough values)
k0 = 4.0542 1/um, q = 5.6270 1/um
slope of the linear law q^2/2 = 15.832 1/um^2
universal peak: u = 0.4772, V = 0.5372, q w = 1.0745
universal peak height S/q = 0.2907
peak width = 190.9 nm = 1909 angstrom
peak width by direct search on diagonalized modes = 190.9 nm
peak wall intensity S = 1.6357 1/um
tail length 1/gamma at the peak = 387 nm
second TE mode appears at width pi/q = 558 nm
area under S(w) = 1.000000 (no unit)
largest relative error, S formula vs diagonalization = 6.5e-05
largest relative error, wall-motion identity = 2.4e-04
table: width nm | S 1/um | linear law 1/um | tail 1/gamma nm | core fraction | wall/centre intensity
   10.0 | 0.1580 | 0.1583 | 6320 | 0.0016 | 0.9992
   20.0 | 0.3140 | 0.3166 | 3165 | 0.0063 | 0.9968
   50.0 | 0.7516 | 0.7916 | 1280 | 0.0381 | 0.9807
  100.0 | 1.3007 | 1.5832 | 664 | 0.1367 | 0.9283
  190.9 | 1.6357 | 3.0230 | 387 | 0.3671 | 0.7890
  400.0 | 1.0986 | 6.3326 | 250 | 0.7255 | 0.4942
  800.0 | 0.3778 | 12.6652 | 202 | 0.9236 | 0.2275
 1000.0 | 0.2404 | 15.8316 | 195 | 0.9532 | 0.1670
S at peak / S at 1000 nm = 6.8
neglected effects, for the same example:
peak width if normalised to power = 174.8 nm
peak width, field normal to walls (TM, outer side) = 351.0 nm
peak |E|^2 ratio for that TM case = 1.9446 1/um
core height 800 nm: effective core index = 1.8479
peak width with that effective index = 228.9 nm
peak width of scattering loss, correlation length 50 nm = 172.6 nm
width 20.0 nm: intensity 3000 nm from wall / wall intensity = 1.50e-01
width 190.9 nm: intensity 3000 nm from wall / wall intensity = 1.84e-07
done: every assertion held
```
